# The nuclear Darwin-Foldy term and the definition of the charge radius: verification in Python

```python
# Darwin-Foldy (DF) term. hbar=c=1. Lepton mass m, nucleus mass M, spin I, a=Z*alpha,
# mu reduced mass, eta=Q^2/4M^2. Claim: the nuclear contact term of nS levels is
# (2 pi a/3) rB^2 delta^3(r), rB^2 = -6 d(rho)/dQ^2, rho = spin-averaged J^0/sqrt(2E 2E').
# rB^2 = rF^2 (I=0), rE^2+3/(4M^2) (I=1/2, Sachs G_E), rC^2 (I=1, G_C).
# E_DF = a^4 mu^3/(2 n^3 M^2); the Barker-Glover (BG) S-level formula contains it.
import numpy as np, sympy as sp, mpmath as mp
from scipy import constants as sc
mp.mp.dps = 30
met = np.array([1., -1, -1, -1])
dot = lambda x, y: np.sum(met*x*y)
pauli = [np.array(s, complex) for s in ([[0,1],[1,0]], [[0,-1j],[1j,0]], [[1,0],[0,-1]])]
Z2, I2 = np.zeros((2,2)), np.eye(2)
gam = [np.block([[I2,Z2],[Z2,-I2]]).astype(complex)] + [np.block([[Z2,s],[-s,Z2]]) for s in pauli]
lc = np.array([[[float(sp.LeviCivita(i,j,k)) for k in range(3)] for j in range(3)] for i in range(3)])

def current(spin, M, p, pp, ff):
    """j[mu, s', s] = <p' s'|J^mu|p s>/sqrt(2E 2E'), canonical spin basis."""
    E, Ep = np.sqrt(M*M+p@p), np.sqrt(M*M+pp@pp)
    k, kp = np.r_[E, p], np.r_[Ep, pp]
    q, P = kp-k, kp+k
    G = [f(-dot(q, q)) for f in ff]
    if spin == 0:
        J = (G[0]*P).reshape(4,1,1).astype(complex)
    elif spin == 0.5:
        u = lambda v, e: np.sqrt(e+M)*np.vstack([I2, sum(pauli[i]*v[i] for i in range(3))/(e+M)])
        J = []
        for a_ in range(4):
            sq = sum(0.5j*(gam[a_]@gam[b]-gam[b]@gam[a_])*met[b]*q[b] for b in range(4))
            J.append(u(pp,Ep).conj().T@gam[0]@(G[0]*gam[a_]+1j*sq*G[1]/(2*M))@u(p,E))
        J = np.array(J)
    else:
        pol = lambda v, e: [np.r_[v@w/M, w+v*(v@w)/(M*(e+M))] for w in np.eye(3)]
        J = np.zeros((4,3,3), complex)
        for a_, e2 in enumerate(pol(pp,Ep)):
            for b, e1 in enumerate(pol(p,E)):
                J[:,a_,b] = -(G[0]*dot(e1,e2)*P + G[1]*(e1*dot(e2,q)-e2*dot(e1,q))
                              - G[2]*dot(e1,q)*dot(e2,q)*P/(2*M*M))
    return J/np.sqrt(4*E*Ep)
avg = lambda J: np.trace(J, axis1=1, axis2=2)/J.shape[1]

# arbitrary test form factors and masses
M, m = 1.3, 0.7
dip = lambda c, L: (lambda t: c/(1+t/L)**2)
ffs = {0: [dip(1,2.0)], 0.5: [dip(1,2.0), dip(1.8,1.5)], 1: [dip(1,2.0), dip(1.7,1.5), dip(3.1,2.5)]}
eta = lambda t: t/(4*M*M)
GE = lambda t: ffs[0.5][0](t)-eta(t)*ffs[0.5][1](t)
GQ = lambda t: ffs[1][0](t)-ffs[1][1](t)+(1+eta(t))*ffs[1][2](t)
GC = lambda t: ffs[1][0](t)+2*eta(t)*GQ(t)/3
r2 = lambda f: -6*(f(1e-5)-f(-1e-5))/2e-5
rB2 = {0: r2(ffs[0][0]), 0.5: r2(GE)+3/(4*M*M), 1: r2(GC)}
# exact Breit-frame charge matrices at large Q
Q = np.array([0.9,-1.4,0.6]); t = Q@Q
assert np.allclose(current(0.5,M,-Q/2,Q/2,ffs[0.5])[0], GE(t)/np.sqrt(1+eta(t))*I2, atol=1e-12)
assert np.allclose(current(1,M,-Q/2,Q/2,ffs[1])[0],
                   GC(t)*np.eye(3)+2*eta(t)*GQ(t)*(np.outer(Q,Q)/t-np.eye(3)/3), atol=1e-12)
# lam=1e-3: neglected terms are O(lam^2)~1e-6 relative, tolerance 1e-4
lam = 1e-3
for spin, S, g in ((0.5, np.array(pauli)/2, 2*(1+1.8)), (1, -1j*lc, 1.7)):
    j = current(spin, M, -lam*Q/2, lam*Q/2, ffs[spin])[1:]/lam
    assert np.allclose(j, 1j*g/(2*M)*np.einsum('ijk,jab,k->iab', lc, S, Q), atol=1e-4)
A, B = np.array([0.3,0.8,-0.5]), np.array([1.1,-0.4,0.9])
def rB2_num(spin, mass, ff):
    d = lam*(B-A)
    return 6*(1-avg(current(spin, mass, lam*A, lam*B, ff))[0])/(d@d)
one, zero = (lambda t: 1.0), (lambda t: 0.0)
Bon = B*np.linalg.norm(A)/np.linalg.norm(B)
for spin in ffs:
    assert abs(rB2_num(spin, M, ffs[spin])-rB2[spin]) < 1e-4      # general frame, |p| != |p'|
    jl = avg(current(0.5, m, lam*A, lam*Bon, [one, zero]))         # c.m. one-photon amplitude
    jn = avg(current(spin, M, -lam*A, -lam*Bon, ffs[spin]))
    t = (Bon-A)@(Bon-A)
    assert abs((dot(jl,jn)-1)/lam**2 - (-t/(8*m*m)-t*rB2[spin]/6+(4*A@A-t)/(4*m*M))) < 1e-4
# transverse kernel: delta_ij/r - d_i d_j (r/2) = (delta_ij/r + r_i r_j/r^3)/2, Laplacian(r/2)=1/r
X = sp.symbols('x y z', positive=True); R = sp.sqrt(sum(v**2 for v in X))
assert sp.simplify(sum(sp.diff(R/2, v, 2) for v in X)-1/R) == 0
for i, k in ((0,0), (0,1)):
    d = 1 if i == k else 0
    assert sp.simplify(d/R-sp.diff(R/2,X[i],X[k])-(d/R+X[i]*X[k]/R**3)/2) == 0

# Breit expectation values from explicit nS wave functions R = P(r) exp(-r/n)
r, x, ms, Ms, dl = sp.symbols('r x m M dl', positive=True)
mus = ms*Ms/(ms+Ms)
E4, BG4 = {}, {}
for n in (1, 2, 3):
    integ = lambda e: sum(c*sp.factorial(k[0])*sp.Rational(n,2)**(k[0]+1)
                          for k, c in sp.Poly(sp.expand(e), r).terms())
    P0 = sp.expand(sp.assoc_laguerre(n-1, 1, 2*r/n))
    P1 = sp.diff(P0,r)-P0/n; P2 = sp.diff(P1,r)-P1/n
    assert sp.expand(-(r*P2+2*P1)/2-P0+r*P0/(2*n*n)) == 0
    N = integ(P0**2*r**2)
    p4, oo, pipsi = integ((r*P2+2*P1)**2)/N, integ(P1**2*r)/N, P0.subs(r,0)**2/(4*N)
    assert pipsi == sp.Rational(1, n**3)
    E4[n] = mus**3*(-p4*mus*(1/ms**3+1/Ms**3)/8+pipsi*(1/(2*ms**2)+dl/(2*Ms**2))-oo/(ms*Ms))
    fD = (1+x/(n-1+sp.sqrt(1-x))**2)**sp.Rational(-1,2)                    # x = a^2
    fK = (1+x/(n-sp.Rational(1,2)+sp.sqrt(sp.Rational(1,4)-x))**2)**sp.Rational(-1,2)
    c1, c2, k2 = sp.diff(fD,x).subs(x,0), sp.diff(fD,x,2).subs(x,0)/2, sp.diff(fK,x,2).subs(x,0)/2
    assert sp.simplify(k2+p4/8) == 0 and sp.simplify(c2-k2-sp.Rational(1,2*n**3)) == 0
    BG4[n] = mus*c2-mus**2*c1**2/(2*(ms+Ms))
    assert sp.simplify(E4[n].subs(dl,1)-BG4[n]) == 0
    assert sp.simplify(E4[n].subs(dl,0)-BG4[n]+mus**3/(2*n**3*Ms**2)) == 0
    # the Klein-Gordon eigenvalue solves u''+((E+a/r)^2-1)u=0 with a normalizable u
    a_ = mp.mpf('0.3'); Ek = sp.lambdify(x, fK, 'mpmath')(a_**2)
    s_ = mp.mpf(1)/2+mp.sqrt(mp.mpf(1)/4-a_**2); kap = mp.sqrt(1-Ek**2)
    u = lambda v: v**s_*mp.exp(-kap*v)*mp.laguerre(n-1, 2*s_-1, 2*kap*v)
    for v in (mp.mpf('0.7'), mp.mpf(5)):
        assert abs(mp.diff(u,v,2)+((Ek+a_/v)**2-1)*u(v)) < 1e-12

# worked example
pc = sc.physical_constants
val = lambda k: mp.mpf(pc[k][0])
al = mp.mpf(sc.alpha); hc = mp.mpf(sc.hbar)*sc.c/sc.e*1e9
kHz, meV = mp.mpf(sc.e)/mp.mpf(sc.h)*1e3, mp.mpf(10)**9
me, mm, Mp, Md = [val(k+' mass energy equivalent in MeV') for k in ('electron','muon','proton','deuteron')]
rp, rd = val('proton rms charge radius')*1e15, val('deuteron rms charge radius')*1e15
up, ud = pc['proton rms charge radius'][2]*1e15, pc['deuteron rms charge radius'][2]*1e15
kp_ = val('proton mag. mom. to nuclear magneton ratio')-1
gd = val('deuteron mag. mom. to nuclear magneton ratio')*Md/Mp
# point-particle contact terms from explicit matrix elements (M=1)
assert abs(rB2_num(0.5, 1.0, [one, lambda t: float(kp_)])-0.75*(2*(1+float(kp_))-1)) < 1e-4
assert abs(rB2_num(1, 1.0, [one, lambda t: float(gd), zero])-(float(gd)-1)) < 1e-4
red = lambda l, N_: l*N_/(l+N_)
size = lambda l, N_, n: 2*al**4*red(l,N_)**3/(3*n**3*hc**2)      # MeV/fm^2
EDF = lambda l, N_, n: al**4*red(l,N_)**3/(2*n**3*N_**2)
dfp, dfd = 3*hc**2/(4*Mp**2), 3*hc**2/(4*Md**2)
# first-order 1S shift in momentum space, dipole G_E with and without 1/sqrt(1+eta)
def shift(l, h):
    g_ = red(l,Mp)*al
    f = lambda s: g_*mp.exp(s)*h((g_*mp.exp(s))**2)*16*g_**4/(4*g_**2+(g_*mp.exp(s))**2)**2
    return 2*al/mp.pi*mp.quad(f, list(range(-15, 31, 3)))
L2 = 12*hc**2/rp**2
Gd = lambda t: 1/(1+t/L2)**2
hdf = lambda t: Gd(t)*(1-1/mp.sqrt(1+t/(4*Mp**2)))
dev_e, dev_m = [1-shift(l,hdf)/EDF(l,Mp,1) for l in (me,mm)]
assert abs(dev_e) < 1e-4 and abs(dev_m/dev_e/(red(mm,Mp)/red(me,Mp))-1) < 0.02
assert abs(shift(me, lambda t: 1-Gd(t)/mp.sqrt(1+t/(4*Mp**2)))/(size(me,Mp,1)*(rp**2+dfp))-1) < 1e-4
# deuteron radius returned by a fit with the unmodified BG formula
def fit(l, weights):
    ev = lambda e: al**4*sp.lambdify((ms,Ms), e, 'mpmath')(l, Md)
    true = sum(w*(ev(E4[n].subs(dl,0))+size(l,Md,n)*rd**2) for n, w in weights)
    b0 = sum(w*ev(BG4[n]) for n, w in weights); c = sum(w*size(l,Md,n) for n, w in weights)
    return mp.findroot(lambda y: (b0-true)/c+y*y, rd)
rdt = mp.sqrt(rd**2-dfd)
fe, fm_ = fit(me, [(2,1),(1,-1)]), fit(mm, [(2,1)])
assert abs(fe-rdt) < 1e-9 and abs(fm_-rdt) < 1e-9
rpB, rp1 = mp.sqrt(rp**2+dfp), mp.sqrt(rp**2-2*kp_*dfp)
ptd = (gd-1)*hc**2/Md**2; rdp = mp.sqrt(rd**2-ptd)
out = lambda s, v, u_, d=6: print(f"{s} = {mp.nstr(mp.mpf(v), d)} {u_}")
out("1/alpha", 1/al, "", 9); out("hbar c", hc, "MeV fm", 8)
for s, v in (("m_e",me),("m_mu",mm),("M_p",Mp),("M_d",Md)): out(s, v, "MeV", 8)
out("kappa_p", kp_, "", 7); out("g_d", gd, "", 7)
out("anchor r_E(p)", rp, "fm"); out("uncertainty r_p", up, "fm", 2)
out("anchor r_C(d)", rd, "fm"); out("uncertainty r_d", ud, "fm", 2)
out("3/(4Mp^2)", dfp, "fm^2", 5); out("3/(4Md^2)", dfd, "fm^2", 5)
out("3 kappa/(2Mp^2)", 2*kp_*dfp, "fm^2", 5); out("(g_d-1)/Md^2", ptd, "fm^2", 5)
for s, N_ in (("H",Mp), ("D",Md)):
    out(f"mu({s})", red(me,N_), "MeV", 7)
    out(f"size coeff 1S {s}", size(me,N_,1)*kHz, "kHz/fm^2")
    out(f"E_DF 1S {s}", EDF(me,N_,1)*kHz, "kHz", 5)
    out(f"DF in 1S-2S {s}", (EDF(me,N_,2)-EDF(me,N_,1))*kHz, "kHz", 5)
    out(f"mu(mu{s})", red(mm,N_), "MeV", 7)
    out(f"size coeff 2S mu{s}", size(mm,N_,2)*meV, "meV/fm^2")
    out(f"E_DF 2S mu{s}", EDF(mm,N_,2)*meV, "meV", 5)
    out(f"E_DF 2S mu{s}", EDF(mm,N_,2)*kHz/1e6, "GHz", 5)
for s, v, r0, u0 in (("r_B(p)",rpB,rp,up), ("r_1(p)",rp1,rp,up), ("r~(d)",rdt,rd,ud), ("r_pt(d)",rdp,rd,ud)):
    out(s, v, "fm"); out(s+" shift", v-r0, "fm", 4); out(s+" shift/uncertainty", (v-r0)/u0, "", 3)
out("r~(d) BG fit D 1S-2S", fe, "fm"); out("r~(d) BG fit muD 2S", fm_, "fm")
out("r_C^2 - r_E^2", rd**2-rp**2, "fm^2"); out("r~^2 - r_E^2", rdt**2-rp**2, "fm^2")
out("r_C^2 - r_B(p)^2", rd**2-rpB**2, "fm^2")
out("dipole Lambda", mp.sqrt(L2), "MeV", 5)
out("DF contact-approx deviation H 1S", dev_e, "", 3)
out("DF contact-approx deviation muH 1S", dev_m, "", 3)
print("OK")
```

Output:

```
1/alpha = 137.035999 
hbar c = 197.32698 MeV fm
m_e = 0.51099895 MeV
m_mu = 105.65838 MeV
M_p = 938.27209 MeV
M_d = 1875.6129 MeV
kappa_p = 1.792847 
g_d = 1.714025 
anchor r_E(p) = 0.84075 fm
uncertainty r_p = 0.00064 fm
anchor r_C(d) = 2.12778 fm
uncertainty r_d = 0.00027 fm
3/(4Mp^2) = 0.033172 fm^2
3/(4Md^2) = 0.0083013 fm^2
3 kappa/(2Mp^2) = 0.11895 fm^2
(g_d-1)/Md^2 = 0.0079031 fm^2
mu(H) = 0.5107208 MeV
size coeff 1S H = 1563.88 kHz/fm^2
E_DF 1S H = 51.877 kHz
DF in 1S-2S H = -45.393 kHz
mu(muH) = 94.96447 MeV
size coeff 2S muH = 5.19745 meV/fm^2
E_DF 2S muH = 0.17241 meV
E_DF 2S muH = 41.689 GHz
mu(D) = 0.5108598 MeV
size coeff 1S D = 1565.15 kHz/fm^2
E_DF 1S D = 12.993 kHz
DF in 1S-2S D = -11.369 kHz
mu(muD) = 100.0238 MeV
size coeff 2S muD = 6.07319 meV/fm^2
E_DF 2S muD = 0.050416 meV
E_DF 2S muD = 12.19 GHz
r_B(p) = 0.860252 fm
r_B(p) shift = 0.0195 fm
r_B(p) shift/uncertainty = 30.5 
r_1(p) = 0.766756 fm
r_1(p) shift = -0.07399 fm
r_1(p) shift/uncertainty = -116.0 
r~(d) = 2.12583 fm
r~(d) shift = -0.001952 fm
r~(d) shift/uncertainty = -7.23 
r_pt(d) = 2.12592 fm
r_pt(d) shift = -0.001858 fm
r_pt(d) shift/uncertainty = -6.88 
r~(d) BG fit D 1S-2S = 2.12583 fm
r~(d) BG fit muD 2S = 2.12583 fm
r_C^2 - r_E^2 = 3.82059 fm^2
r~^2 - r_E^2 = 3.81229 fm^2
r_C^2 - r_B(p)^2 = 3.78741 fm^2
dipole Lambda = 813.04 MeV
DF contact-approx deviation H 1S = 2.87e-5 
DF contact-approx deviation muH 1S = 0.00532 
OK
```
